\section*{Why a stress-free Blech limit fails in a line under thermal tension}

\section{A line that passes the rule and fails}

A copper-like interconnect is 50 µm long and carries 0.6 MA/cm$^2$. Its product of current density and length is 3000 A/cm. Stress-free lines of the same metal, at the same temperature, form no void below 5524 A/cm, so the line is released as immortal. In the model worked out below it forms a void after about two years. Nothing is wrong with the metal or with the measured limit. The line had been under 90 MPa of thermal tension before the current was switched on, and the limit was measured without it.

The belief behind the release is reasonable. Electromigration in a short line stops when the stress gradient balances the push of the electrons. That balance fixes the stress \emph{difference} between the ends, and a uniform initial stress cancels from a difference. It seems to follow that the critical product belongs to the metal and can be carried from one line to another. The first two statements are true. The conclusion fails because a void responds to the stress at one place, not to a difference.

\section{Force balance fixes a difference}

Let $s$ be the hydrostatic stress, positive in tension. The cathode is at $x=0$ and the anode at $x=L$; electrons, and with them the atoms, are driven towards $+x$. With $j$ the magnitude of the current density, $\rho$ the resistivity and $|Z^*|$ the magnitude of the effective charge number, the field has magnitude $\rho j$ and the wind force on an atom is
\begin{equation}
F=|Z^*|e\rho j .
\end{equation}
An atom of volume $\Omega$ has its chemical potential lowered by $\Omega s$ under tension, so the stress gradient adds a force $+\Omega\,\partial s/\partial x$: atoms move towards higher tension. With concentration $1/\Omega$ and mobility $D/kT$, the atom flux is
\begin{equation}
J=\frac{1}{\Omega}\frac{D}{kT}\left(\Omega\frac{\partial s}{\partial x}+F\right)
=\frac{D}{kT}\left(\frac{\partial s}{\partial x}+G\right),\qquad G=\frac{F}{\Omega}.
\end{equation}
$G$ is a force per volume, that is, a stress per length. The product $GL$ is therefore a stress; it is the Blech product in force-balance units.

Take both ends blocked to atoms. In a steady state $J$ does not depend on $x$, and it vanishes at the ends, so it vanishes everywhere:
\begin{equation}
\frac{ds}{dx}=-G\quad\Rightarrow\quad s(x)=A-Gx,\qquad s(0)-s(L)=GL .
\end{equation}
The initial stress is absent from this difference. It enters through the constant $A$, which force balance leaves open.

\section{Atom conservation fixes the level}

Removing atoms from a confined line raises its tension. To leading order in stress over modulus, the number of atoms per volume changes by $-(s-s_T)/(B\Omega)$, where $s_T$ is the uniform initial tension and $B$ the effective modulus of the line in its surroundings. Blocked ends keep the total number fixed. For uniform $B$ and cross-section this means
\begin{equation}
\int_0^L (s-s_T)\,dx=0 .
\end{equation}
Inserting $s=A-Gx$ gives $AL-GL^2/2-s_TL=0$, hence $A=s_T+GL/2$ and
\begin{equation}
s(x)=s_T+G\left(\frac L2-x\right),\qquad s(0)=s_T+\frac{GL}{2}.
\label{profile}
\end{equation}
The current tilts the profile about its midpoint, and the thermal tension lifts all of it. Half of $GL$ appears as added tension at the cathode and half as lost tension at the anode.

Suppose a void nucleates when the tension reaches $s_c$, with $s_T<s_c$. The final state is free of voids if $s_T+GL/2\le s_c$. Subtracting $s_T$ and doubling,
\begin{equation}
GL\le 2(s_c-s_T),\qquad
jL\le\frac{2\Omega(s_c-s_T)}{|Z^*|e\rho}.
\label{limit}
\end{equation}
A stress-free line has the limit $2s_c$. At equal material and temperature the tensioned line keeps the fraction $1-s_T/s_c$ of it. As $s_T\to s_c$ the allowed product goes to zero; beyond that the line voids without any current.

\section{The final state is the worst state}

Equation (\ref{limit}) concerns the final profile. It decides immortality if the tension never exceeds its final peak on the way. Atom conservation, $\partial n/\partial t=-\partial J/\partial x$ with $\partial n/\partial t=-(1/B\Omega)\,\partial s/\partial t$, gives
\begin{equation}
\frac{\partial s}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial s}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}.
\label{transport}
\end{equation}
Let $\kappa$ be positive; it may depend smoothly on $s$. Put $w=\partial s/\partial x+G$. Differentiating (\ref{transport}) in $x$ gives $w_t=(\kappa w)_{xx}$. Initially $w=G>0$, and $w=0$ at the blocked ends. The maximum principle keeps $w$ positive inside the line. At the cathode $\kappa w$ starts from zero and rises inwards, so $\partial s/\partial t=(\kappa w)_x>0$ there: the cathode tension grows steadily.

The slope $v=\partial s/\partial x$ obeys
\begin{equation}
v_t=\left[\kappa v_x+\kappa'(s)\,v(v+G)\right]_x .
\end{equation}
This equation has the solution $v=0$. Since $v$ starts at zero and equals $-G$ at the ends, comparison with that solution gives $v\le0$. The highest tension therefore sits at the cathode at all times.

The line does approach (\ref{profile}). Multiply (\ref{transport}) by $s+Gx$ and integrate by parts; the boundary terms vanish with the flux:
\begin{equation}
\frac{d}{dt}\int_0^L\left(\frac{s^2}{2}+Gxs\right)dx=-\int_0^L\kappa\,w^2\,dx\le0 .
\end{equation}
The decrease stops when $w=0$, which is the balanced profile. For a uniform start, (\ref{limit}) is thus both necessary and sufficient; at equality $s_c$ is approached but not reached in finite time.

The thresholds were also located without using (\ref{limit}), by integrating (\ref{transport}) numerically with $D\propto\exp[\Omega(s-s_T)/kT]$ and searching for the $GL$ at which the final cathode tension equals $s_c=150$ MPa. For $s_T=0$, 50, 90 and 130 MPa the search gave $GL=300.00$, 200.00, 120.00 and 40.00 MPa.

\section{The number}

Take round parameters: $\rho=4.0$ µ$\Omega$ cm, $|Z^*|=1.0$, $\Omega=0.0118$ nm$^3$, $B=20$ GPa, $s_c=150$ MPa, and $s_T=90$ MPa at 378 K. The field is $(4.0\times10^{-8}\,\Omega\,\mathrm m)(6\times10^{9}\,\mathrm{A/m^2})=240$ V/m, so $F=2.40\times10^{-7}$ eV/nm. Dividing by $\Omega$,
\begin{equation}
G=\frac{(1.602\times10^{-19}\,\mathrm C)(240\,\mathrm{V/m})}{1.18\times10^{-29}\,\mathrm{m^3}}
=3.26\ \mathrm{MPa/\mu m},\qquad GL=162.9\ \mathrm{MPa}.
\end{equation}
The stress-free limit is $2\times150=300$ MPa, and the line lies well below it. The limit that applies is $2(150-90)=120$ MPa, or 2209 A/cm, and the line lies above it. The cathode would head for $90+81.5=171.5$ MPa; a stress-free twin would stop at 81.5 MPa. At this current density the longest safe line shrinks from 92.1 to 36.8 µm.

The time follows from (\ref{transport}) with constant $\kappa$. Write $s$ as the final profile plus $\sum_n a_n\cos(n\pi x/L)\,e^{-n^2\pi^2\kappa t/L^2}$; the cosines satisfy the blocked-end condition. At $t=0$ the sum must equal $-G(L/2-x)$, so
\begin{equation}
a_n=-\frac{2G}{L}\int_0^L\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx
=-\frac{2GL}{n^2\pi^2}\left[1-(-1)^n\right].
\end{equation}
Even terms vanish, odd ones are $-4GL/(n^2\pi^2)$, and at the cathode
\begin{equation}
s(0,t)=s_T+GL\left[\frac12-\sum_{n\ \mathrm{odd}}\frac{4}{n^2\pi^2}\,e^{-n^2\pi^2\kappa t/L^2}\right].
\end{equation}
Once the $n=1$ term dominates, setting $s(0,t)=s_c$ gives
\begin{equation}
t_c\simeq\frac{L^2}{\pi^2\kappa}\ln\frac{4GL}{\pi^2\,(s_T+GL/2-s_c)} .
\end{equation}
Here the logarithm is that of $4(162.9)/[\pi^2(21.5)]\approx3.07$, and $t_c\approx0.114\,L^2/\kappa$, in agreement with the full series. For $D=10^{-19}$ m$^2$/s, $L^2/\kappa=17.5$ years and $t_c$ is about 2.0 years. Letting $D$ grow with tension as above shortens this by 2\%. Just above the threshold the denominator tends to zero and $t_c$ grows, but only logarithmically: it is 0.22, 0.45 and 0.68 $L^2/\kappa$ for $GL$ 10\%, 1\% and 0.1\% above the limit. A test much shorter than $L^2/\kappa$ can pass a mortal line; a test of about $L^2/\kappa$ misses only lines very close to the limit.

\section{What the measured product must mean}

The comparison requires a void-nucleation threshold from lines with two blocked ends. In a drift test the cathode edge is free and its stress is zero. The balanced profile is then $s=-Gx$, and drift stops as long as the anode withstands a compression $GL$. That test measures the compressive strength $s_{\rm ext}$, not $2s_c$.

If the blocked test lines themselves carried a tension $s_m$, their measured limit is $2(s_c-s_m)$. The new limit is that value minus $2(s_T-s_m)$; subtracting $2s_T$ would count the test tension twice.

The anode of a blocked line sets a limit of its own. Requiring $s_T-GL/2\ge-s_{\rm ext}$ gives $GL\le2(s_{\rm ext}+s_T)$, which tension \emph{raises}. The allowed product is the smaller of the two limits, and the reduction by $1-s_T/s_c$ presumes that voiding is the smaller one both in the test and in use. At its limit of 120 MPa the example line has an anode still in tension, at $90-60=30$ MPa. The stress-free line at its limit needs an anode that bears 150 MPa of compression.

Temperature also enters. Suppose the test is run at 573 K, where the line is stress-free, and $\rho$ there is 5.37 µ$\Omega$ cm. With the other constants unchanged, the measured limit is $5524\times4.0/5.37$, or about 4100 A/cm. The allowed value in use is then 0.54 of the measured one, not 0.40, because at fixed $|Z^*|$ the lower resistivity in use returns part of the loss. Only the product $|Z^*|\rho$ enters, however. For a purely ballistic electron wind $|Z^*|\propto1/\rho$, the force per current density does not change with $\rho$, and the ratio would remain 0.40 in A/cm as well. The figure 0.54 therefore holds only for a temperature-independent charge number. In force-balance units the ratio stays 0.40. The example line, at 3000 A/cm, passes the hot test too.

\section{Where the factor of two gives way}

\emph{Uneven initial stress.} If the mean is still $s_T$, the final profile is unchanged, but the path may be worse. Take $s(x,0)=90+58\cos(\pi x/L)$ MPa and $GL=110$ MPa. The peak starts at 148 MPa and ends at 145 MPa, both below $s_c$, yet it passes through 155.2 MPa. The $n=1$ amplitude is $58-4(110)/\pi^2\approx+13$ MPa. The higher terms are negative and at first hide part of it, but they decay at least nine times faster.

\emph{Uneven stiffness.} Let $1/B\propto1+a(2x/L-1)$, softer towards the anode for $a>0$. Conservation now weights the stress change by $1/B$. With $y=x/L-1/2$ and $s=s_T+q-GLy$,
\begin{equation}
\int_{-1/2}^{1/2}(1+2ay)(q-GLy)\,dy=q-\frac{aGL}{6}=0 .
\end{equation}
The peak rises by $q=aGL/6$, which is 5.4 MPa in the example for $a=0.2$, and the allowed product falls by the factor $1/(1+a/3)$, about 6\%. By contrast, replacing the linear density law by an exponential one moves the peak by 0.06 MPa.

\emph{Cooling after switch-off.} If the thermal tension grows linearly from zero at 573 K to 90 MPa at 378 K, its slope is 0.46 MPa/K. Switch off a fully migrated line and cool it to 298 K. Atoms hardly move, so the tilt remains while the thermal part rises to 126.9 MPa. If the response is elastic and $s_c$ is the same when cold, the condition becomes
\begin{equation}
GL\le2(150-126.9)\ \mathrm{MPa}\approx46\ \mathrm{MPa},
\end{equation}
or 850 A/cm. Of the corrections sized here this is the largest. The tension to insert in (\ref{limit}) is then that of the coldest state in which a void can still nucleate.

\emph{After nucleation.} A void spanning the line frees the cathode surface. Neglecting surface tension, the stress relaxes to $s=-Gx$, with mean $-GL/2$. The mean has fallen by $s_T+GL/2$, so the line has taken in a fraction $(s_T+GL/2)/B$ of its atoms, and these came from the void. For a void much shorter than the line its final length is
\begin{equation}
L_v=L\,\frac{s_T+GL/2}{B}=50\ \mathrm{\mu m}\times\frac{171.5}{20\,000}\approx0.43\ \mathrm{\mu m}.
\end{equation}
Without thermal tension a voided line would stop at 0.20 µm. Growth ends in both cases, provided the anode bears the compression $GL$, so a mortal line in the sense of (\ref{limit}) need not become an open circuit. Whether 0.43 µm is tolerable in a line 0.1 µm wide depends on whether the liner can carry the current past the void.

\section{Beside real interconnects}

The example has the regime of narrow copper lines whose liners block atoms at the vias. Critical products for copper are roughly a few thousand A/cm, so the stress-free value here is on the high side. The resistivity is also on the high side for copper 0.1 µm wide: at 3.0 µ$\Omega$ cm, with the other inputs unchanged, the example would have $GL=122$ MPa, only just above its limit of 120 MPa; this holds $|Z^*|$ fixed, and only the product $|Z^*|\rho$ matters. The thermal tension and its slope are chosen inputs and are on the low side. A purely elastic copper line on silicon with $B\approx20$ GPa gains roughly 0.7 to 0.8 MPa/K ($3B\,\Delta\alpha$ with $\Delta\alpha\approx14\times10^{-6}$/K gives 0.84), which over 195 K is near or above $s_c$. The value 90 MPa thus presumes partial relaxation or a lower stress-free temperature, and with the elastic slope cooling from 378 to 298 K would remove nearly all or all of the margin instead of leaving 46 MPa. The charge number, $s_c$ and $B$ are rough and depend on the interfaces and the dielectric; $D$ can differ by orders of magnitude, and the two years with it. Self-heating is small: even with no lateral heat spreading through 1 µm of dielectric of conductivity 0.3 W/(m K), it is about 1 K for an isolated line 0.2 µm high. The assumption of one fixed temperature is more fragile. Use 20 K cooler lowers the allowed $GL$ from 120 to about 102 MPa, and cooling to 298 K after migration lowers it to 46 MPa under the conditions stated above. A design rule built on (\ref{limit}) therefore has to name the blocked ends, the voiding criterion and the temperature at which the thermal tension is taken. It covers a single unbranched segment with uniform initial stress and no void already present. The numerical output below lists the inputs and results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Line length: 50 um
Line width, height: 0.1, 0.2 um
Current density: 0.6 MA/cm2
Resistivity in use: 4.0 uohm cm
Effective charge number, magnitude: 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20 GPa
Critical tension: 150 MPa
Thermal tension: 90 MPa
Use, test, off temperature: 378, 573, 298 K
Effective diffusivity: 1.0e-19 m2/s
Wind force per atom: 2.400e-07 eV/nm
G: 3.259 MPa/um
GL of example line: 162.9 MPa
Simulated GL threshold at s_T=0 MPa: 300.00 MPa
Simulated GL threshold at s_T=50 MPa: 200.00 MPa
Simulated GL threshold at s_T=90 MPa: 120.00 MPa
Simulated GL threshold at s_T=130 MPa: 40.00 MPa
Stress-free GL limit: 300 MPa
Allowed GL with tension: 120 MPa
Allowed/stress-free ratio: 0.40
jL of example line: 3000 A/cm
Stress-free jL limit at use T: 5524 A/cm
Allowed jL with tension: 2209 A/cm
Longest safe line, stress-free: 92.1 um
Longest safe line, tensioned: 36.8 um
Final cathode stress, stress-free start: 81.5 MPa
Final cathode stress, no-void model: 171.5 MPa
Final anode stress, no-void model: 8.5 MPa
kappa: 4.52e-18 m2/s
L^2/kappa: 17.5 years
Nucleation time, series: 0.1139 L^2/kappa
Nucleation time, solver: 0.1138 L^2/kappa
Nucleation time, series: 1.99 years
Time ratio, stress-dependent D: 0.981
Saturated void, stress-free start: 0.204 um
Saturated void, tensioned start: 0.429 um
Uneven start, GL: 110 MPa
Uneven start, initial peak: 148 MPa
Uneven start, highest peak: 155.2 MPa
Uneven start, final peak: 145.0 MPa
Compliance tilt a: 0.2; peak shift: 5.43 MPa
Nonlinear density peak shift: 0.055 MPa
Resistivity at test T: 5.37 uohm cm
Stress-free jL limit at test T: 4118 A/cm
Allowed-in-use/hot-test jL ratio: 0.54
Thermal stress slope: 0.462 MPa/K
Allowed GL change, use 20 K cooler: -18.5 MPa
Dielectric thickness: 1 um
Dielectric conductivity: 0.3 W/(m K)
Joule heating, no heat spreading: 0.96 K
Thermal tension when off: 126.9 MPa
Allowed GL if cooled after migration: 46.2 MPa
Allowed jL if cooled: 850 A/cm
\end{verbatim}
